# Steady precession of an easy-plane free layer with a perpendicular polarizer: a numerical check

```python
"""
Result under test: a macrospin m with easy-plane energy, polarizer along the
hard axis z and no in-plane anisotropy or field obeys
  dm/dt = -gamma m x B + alpha m x dm/dt + sigma m x (z x m),
  B = -B_M m_z z,  B_M = mu0 M_eff,  omega_M = gamma B_M,
and settles, for 0 < sigma < alpha omega_M, into precession with
  dphi/dt = -sigma/alpha   and   m_z = sigma/(alpha omega_M).
alpha: Gilbert damping; sigma: constant spin-torque rate; u = m_z.
Simulations use time in 1/omega_M, fields in B_M, and s = sigma/omega_M.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.special import j1, ellipk, ellipe, jnp_zeros


def cross(a, b):
    return np.array([a[1]*b[2] - a[2]*b[1],
                     a[2]*b[0] - a[0]*b[2],
                     a[0]*b[1] - a[1]*b[0]])


def gilbert_rate(t, m, alpha, s, lam=0.0, b_k=0.0, b_z=0.0, field_like=0.0):
    """Solve the implicit Gilbert equation for dm/dt as a linear system.
    lam: torque asymmetry, s/(1 + lam u); b_k: in-plane easy axis along x;
    b_z: axial field; field_like: extra torque field_like * s * m x z."""
    x, y, z = m
    s_here = s / (1 + lam*z)
    field = (b_k*x, 0.0, b_z - z)
    z_cross_m = (-y, x, 0.0)
    torque = (-cross(m, field) + s_here*cross(m, z_cross_m)
              + field_like*s_here*cross(m, (0.0, 0.0, 1.0)))
    matrix = np.array([[1.0, alpha*z, -alpha*y],
                       [-alpha*z, 1.0, alpha*x],
                       [alpha*y, -alpha*x, 1.0]])
    return np.linalg.solve(matrix, torque)


def landau_lifshitz_rate(t, m, alpha, s):
    """Spin torque added to the explicit Landau-Lifshitz form instead."""
    m_cross_b = cross(m, (0.0, 0.0, -m[2]))
    return (-m_cross_b - alpha*cross(m, m_cross_b)
            + s*cross(m, (-m[1], m[0], 0.0)))


def direction(u, phi=0.3):
    r = np.sqrt(1 - u*u)
    return np.array([r*np.cos(phi), r*np.sin(phi), u])


def observe(start, settle, window, alpha, s, rate=gilbert_rate, **extra):
    """Mean dphi/dt, mean u and half the swing of u after settling."""
    times = np.linspace(settle, settle + window, int(2*window) + 1)
    sol = solve_ivp(lambda t, m: rate(t, m, alpha, s, **extra),
                    (0, settle + window), start, method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-11)
    assert sol.success
    phase = np.unwrap(np.arctan2(sol.y[1], sol.y[0]))
    u = sol.y[2]
    return (phase[-1] - phase[0])/window, u.mean(), (u.max() - u.min())/2


# ---- equation for u alone, against the full vector equation
rng = np.random.default_rng(7)
for _ in range(20):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    a, s = rng.uniform(0.01, 0.8), rng.uniform(-1, 1)
    u_rate = (1 - m[2]**2)*(s - a*m[2])/(1 + a*a)
    assert abs(gilbert_rate(0, m, a, s)[2] - u_rate) < 1e-12

# ---- steady precession for weak and strong damping, several starts
worst = 0.0
for a, ratio, u0 in [(0.1, 0.2, 0.0), (0.1, 0.5, -0.99),
                     (0.1, 0.8, 0.99), (0.3, 0.5, 0.0), (0.3, -0.6, 0.5)]:
    w, u, _ = observe(direction(u0), 25/(a*(1 - abs(ratio))), 100,
                      a, a*ratio)
    worst = max(worst, abs(w/(-ratio) - 1))
    assert abs(w + ratio) < 1e-5 and abs(u - ratio) < 1e-5

# ---- just below and just above saturation
w, u, _ = observe(direction(0.0), 2500, 100, 0.1, 0.1*0.97)
assert abs(w + 0.97) < 1e-4 and abs(u - 0.97) < 1e-4
_, u, _ = observe(direction(0.0), 2500, 10, 0.1, 0.1*1.03)
assert 1 - u < 1e-4

# ---- decay rate of a small deviation from the orbit
a, ratio, shift, span = 0.1, 0.4, 1e-3, 10.0
sol = solve_ivp(lambda t, m: gilbert_rate(t, m, a, a*ratio), (0, span),
                direction(ratio + shift), method="DOP853",
                rtol=1e-11, atol=1e-13)
decay = -np.log((sol.y[2, -1] - ratio)/shift)/span
assert abs(decay/(a*(1 - ratio**2)/(1 + a*a)) - 1) < 0.01

# ---- axial field and field-like torque move the cone, not the frequency
a, s = 0.1, 0.04
w, u, _ = observe(direction(0.0), 400, 100, a, s, b_z=0.1, field_like=0.5)
assert abs(w + s/a) < 1e-5
assert abs(u - (s/a + 0.1 - 0.5*s)) < 1e-5
w, _, _ = observe(direction(0.0), 250, 100, 0.3, 0.12,
                  rate=landau_lifshitz_rate)
assert abs(w + 0.4) < 1e-5

# ---- worked example: rough values of a Permalloy-like disc
gamma = const.physical_constants["electron gyromag. ratio"][0]
diameter, thick, Ms = 60e-9, 3e-9, 8.0e5
alpha, eta, J, T = 0.01, 0.3, 8e10, 300.0
B_K, stiffness, asymmetry = 2e-3, 1.3e-11, 0.3
R = diameter/2
area = np.pi*R**2
volume = area*thick

# demagnetizing factor: surface-charge integral and elliptic closed form
tau, x_end = thick/R, 400.0
x = np.linspace(1e-6, x_end, 80001)
N_z = simpson(2*j1(x)**2*(-np.expm1(-x*tau))/(x*x*tau), x=x)
N_z += 1/(np.pi*tau*x_end**2)
k2 = diameter**2/(diameter**2 + thick**2)
k, kc = np.sqrt(k2), np.sqrt(1 - k2)
N_z_closed = 1 - 4/(3*np.pi*kc)*(kc**2/k2*(ellipk(k2) - ellipe(k2))
                                 + ellipe(k2) - k)
assert abs(N_z - N_z_closed) < 1e-5
N_x = (1 - N_z)/2
M_eff = (N_z - N_x)*Ms
B_M = const.mu_0*M_eff
omega_M = gamma*B_M

sigma_per_J = gamma*const.hbar*eta/(2*const.e*Ms*thick)
sigma = sigma_per_J*J
omega = sigma/alpha
u_star = omega/omega_M
J_sat = alpha*omega_M/sigma_per_J
Gamma = alpha*omega_M*(1 - u_star**2)/(1 + alpha**2)
s = sigma/omega_M
to_GHz = omega_M/(2*np.pi)*1e-9
w_sim, u_sim, _ = observe(direction(0.0), 1800, 200, alpha, s)
assert abs(-w_sim/u_star - 1) < 1e-4 and abs(u_sim - u_star) < 1e-4

# ---- neglected: angle-dependent torque, either sign of the asymmetry
angle_shift = {}
for lam in (asymmetry, -asymmetry):
    u_lam = (-1 + np.sqrt(1 + 4*lam*u_star))/(2*lam)
    w, _, _ = observe(direction(0.0), 500, 100, 0.1, 0.1*u_star, lam=lam)
    assert abs(-w - u_lam) < 1e-4
    angle_shift[lam] = 100*(-w/u_star - 1)

# ---- neglected: in-plane anisotropy, its threshold and its modulation
b_k = B_K/B_M
J_start = gamma*B_K/2/sigma_per_J
rest = direction(0.0, -0.5*np.arcsin(0.95) + 0.02)
w, _, _ = observe(rest, 0, 1500, alpha, 0.95*b_k/2, b_k=b_k)
assert abs(w*1500) < 0.5
w, _, _ = observe(direction(0.0, -np.pi/4), 0, 1500, alpha,
                  1.05*b_k/2, b_k=b_k)
assert abs(w*1500) > 4*np.pi
w_k, _, swing_k = observe(direction(u_star), 1200, 1000, alpha, s, b_k=b_k)
shift_k = 100*(-w_k/u_star - 1)
assert abs(shift_k) < 0.1

# ---- neglected: temperature, tested with stochastic macrospins (Heun)
barrier = Ms*volume*B_M/(const.k*T)
rms_u = 1/np.sqrt(barrier)
copies, h, burn, total = 600, 0.1, 6000, 12000
spins = np.repeat(direction(u_star)[:, None], copies, axis=1)


def thermal_rate(m, noise):
    drive = np.array([-s*m[1] - noise[0], s*m[0] - noise[1],
                      m[2] - noise[2]])
    torque = cross(m, drive)
    return (torque + alpha*cross(m, torque))/(1 + alpha**2)


samples, turned, old = [], np.zeros(copies), None
for step in range(total + 1):
    if step >= burn and step % 10 == 0:
        now = spins[0] + 1j*spins[1]
        if old is not None:
            turned += np.angle(now*old.conj())
        old = now
        samples.append(spins[2].copy())
    noise = rng.normal(size=(3, copies))*np.sqrt(2*alpha/(barrier*h))
    first = thermal_rate(spins, noise)
    second = thermal_rate(spins + h*first, noise)
    spins = spins + h*(first + second)/2
    spins /= np.sqrt((spins**2).sum(axis=0))
samples = np.array(samples)
rms_sim = np.sqrt(np.mean((samples - u_star)**2))
w_thermal = turned.mean()/((total - burn)*h)
# statistical errors: about 1.5 % on the spread, 0.2 % on the frequency
assert abs(rms_sim/rms_u - 1) < 0.07
assert abs(-w_thermal/u_star - 1) < 0.01

# ---- neglected: Oersted field, against exchange opposing non-uniformity
B_oersted = const.mu_0*J*R/2
k_mode = jnp_zeros(1, 1)[0]/R
B_exchange = 2*stiffness*k_mode**2/Ms

print(f"largest relative frequency error, 5 test orbits: {worst:.1e}")
print("INPUTS (rough, Permalloy-like disc)")
print(f"diameter: {diameter*1e9:.0f} nm, thickness: {thick*1e9:.0f} nm")
print(f"saturation magnetization: {Ms/1e3:.0f} kA/m")
print(f"damping: {alpha:.2f}, spin efficiency: {eta:.1f}")
print(f"current density: {J*1e-10:.1f} MA/cm2")
print(f"current: {J*area*1e3:.3f} mA, temperature: {T:.0f} K")
print("RESULTS")
print(f"gyromagnetic ratio: {gamma:.4e} rad/(s T)")
print(f"demagnetizing factors N_z, N_x: {N_z:.4f}, {N_x:.4f}")
print(f"M_eff: {M_eff/1e3:.1f} kA/m, mu0 M_eff: {B_M:.4f} T")
print(f"omega_M: {omega_M*1e-9:.2f} rad/ns")
print(f"upper frequency limit omega_M/2pi: {to_GHz:.2f} GHz")
print(f"spin-torque rate sigma: {sigma*1e-9:.4f} 1/ns")
print(f"sigma/alpha: {omega*1e-9:.2f} rad/ns")
print(f"frequency from sigma/alpha: {omega/(2*np.pi)*1e-9:.3f} GHz")
print(f"frequency from simulation: {-w_sim*to_GHz:.3f} GHz")
print(f"cos(theta) formula, simulation: {u_star:.4f}, {u_sim:.4f}")
print(f"angle from z: {np.degrees(np.arccos(u_star)):.1f} deg")
print(f"frequency per current density: "
      f"{sigma_per_J/alpha/(2*np.pi)*10:.3f} GHz per MA/cm2")
print(f"saturation current density: {J_sat*1e-10:.2f} MA/cm2")
print(f"settling time 1/Gamma: {1e9/Gamma:.3f} ns")
print("NEGLECTED EFFECTS")
for lam, change in angle_shift.items():
    print(f"torque asymmetry {lam:+.1f}: frequency change {change:+.1f} %")
print(f"in-plane anisotropy field: {B_K*1e3:.1f} mT")
print(f"  current density to start from rest: {J_start*1e-10:.2f} MA/cm2")
print(f"  change of mean frequency: {shift_k:+.1e} %")
print(f"  swing of cos(theta): +-{swing_k:.5f}")
print(f"mu0 Ms M_eff V/(kT): {barrier:.0f}")
print(f"thermal rms of cos(theta), formula: {rms_u:.4f}")
print(f"thermal rms of cos(theta), simulation: {rms_sim:.4f}")
print(f"thermal rms frequency spread: {rms_u*to_GHz:.3f} GHz")
print(f"rms angular-frequency spread / Gamma: {rms_u*omega_M/Gamma:.2f}")
print(f"mean frequency at temperature: {-w_thermal*to_GHz:.3f} GHz")
print(f"Oersted field at rim: {B_oersted*1e3:.2f} mT")
print(f"exchange stiffness: {stiffness*1e12:.0f} pJ/m")
print(f"exchange field, lowest non-uniform mode: {B_exchange*1e3:.0f} mT")
print("finished without a failed check")
```

It prints:

```
largest relative frequency error, 5 test orbits: 9.6e-11
INPUTS (rough, Permalloy-like disc)
diameter: 60 nm, thickness: 3 nm
saturation magnetization: 800 kA/m
damping: 0.01, spin efficiency: 0.3
current density: 8.0 MA/cm2
current: 0.226 mA, temperature: 300 K
RESULTS
gyromagnetic ratio: 1.7609e+11 rad/(s T)
demagnetizing factors N_z, N_x: 0.8764, 0.0618
M_eff: 651.7 kA/m, mu0 M_eff: 0.8189 T
omega_M: 144.20 rad/ns
upper frequency limit omega_M/2pi: 22.95 GHz
spin-torque rate sigma: 0.5795 1/ns
sigma/alpha: 57.95 rad/ns
frequency from sigma/alpha: 9.223 GHz
frequency from simulation: 9.223 GHz
cos(theta) formula, simulation: 0.4019, 0.4019
angle from z: 66.3 deg
frequency per current density: 1.153 GHz per MA/cm2
saturation current density: 19.91 MA/cm2
settling time 1/Gamma: 0.827 ns
NEGLECTED EFFECTS
torque asymmetry +0.3: frequency change -9.8 %
torque asymmetry -0.3: frequency change +16.3 %
in-plane anisotropy field: 2.0 mT
  current density to start from rest: 2.43 MA/cm2
  change of mean frequency: -1.0e-03 %
  swing of cos(theta): +-0.00127
mu0 Ms M_eff V/(kT): 1342
thermal rms of cos(theta), formula: 0.0273
thermal rms of cos(theta), simulation: 0.0281
thermal rms frequency spread: 0.627 GHz
rms angular-frequency spread / Gamma: 3.26
mean frequency at temperature: 9.206 GHz
Oersted field at rim: 1.51 mT
exchange stiffness: 13 pJ/m
exchange field, lowest non-uniform mode: 122 mT
finished without a failed check
```
